# Why tightly localized molecules desorb with prefactors far above k_BT/h: a numerical check

```python
"""
Result under test: a molecule localized on a surface site desorbs with
    k = nu * exp(-D/kT),
    nu = (w_z/2pi) * A/(2pi s_l^2) * 8pi^2/(n (2pi)^(3/2) s_t^2 s_a),
for a freely translating and rotating transition state, no recrossing.
D: well depth; A: area per site; w_z: normal frequency; s_l: lateral rms
displacement per axis; s_t, s_a: rms tilt and azimuth angles; n: number of
orientation wells with labelled nuclei. Atomic units inside the program.
The molecule is BF3 (RHF/6-31G*); the surface parameters are round model values.
"""
import os
for name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[name] = "1"
import numpy as np
from scipy import constants as sc
from pyscf import gto, scf, lib

lib.num_threads(1)
pi = np.pi
EV = 1 / sc.physical_constants["Hartree energy in eV"][0]
ANG = 1e-10 / sc.physical_constants["Bohr radius"][0]
SEC = 1 / sc.physical_constants["atomic unit of time"][0]
AMU = sc.atomic_mass / sc.m_e
KB = sc.k / sc.e * EV

# ---------- BF3 molecule: geometry, inertia, internal vibrations ----------
f_angles = 2 * pi * np.arange(3) / 3
radial = np.stack([np.cos(f_angles), np.sin(f_angles), 0 * f_angles], axis=1)
tangent = np.stack([-np.sin(f_angles), np.cos(f_angles), 0 * f_angles], axis=1)
density = None


def bf3(coords):
    """Energy, gradient (atom, axis) and masses; atom 0 is boron."""
    global density
    mol = gto.M(atom=[(s, tuple(r)) for s, r in zip("BFFF", coords)],
                basis="6-31g*", unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel(dm0=density)
    assert mf.converged
    density = mf.make_rdm1()
    mass = np.array(mol.atom_mass_list(isotope_avg=True)) * AMU
    return mf.e_tot, mf.nuc_grad_method().kernel(), mass


def planar(bond):
    return np.vstack([np.zeros(3), bond * radial])


center, h = 1.30 * ANG, 0.02 * ANG
scan = [bf3(planar(center + d)) for d in (-h, 0.0, h)]
masses = scan[1][2]
slopes = [np.sum(grad[1:] * radial) for _, grad, _ in scan]
slope_curve = np.poly1d(np.polyfit([-h, 0.0, h], slopes, 2))
shift = 0.0
for _ in range(20):
    shift -= slope_curve(shift) / slope_curve.deriv()(shift)
assert abs(shift) < 0.04 * ANG
# breathing force constant: forces against energies
from_energy = (scan[0][0] - 2 * scan[1][0] + scan[2][0]) / h**2
assert abs(slope_curve.deriv()(0.0) / from_energy - 1) < 0.01
bond = center + shift
xyz = planar(bond)
m_B, m_F = masses[0], masses[1]
M = masses.sum()
w_breath = np.sqrt(slope_curve.deriv()(shift) / (3 * m_F))

# out-of-plane mode: boron lifted from the plane of the fluorines
energy_flat, grad_flat, _ = bf3(xyz)
assert np.max(abs(grad_flat)) < 1e-3
lift = 0.03
lifted = xyz.copy()
lifted[0, 2] = lift
energy_up, grad_up, _ = bf3(lifted)
k_out = grad_up[0, 2] / lift
assert abs(2 * (energy_up - energy_flat) / lift**2 / k_out - 1) < 0.02
w_out = np.sqrt(k_out * M / (m_B * 3 * m_F))

# in-plane degenerate modes: one symmetry component, three displacements
e_rad, e_tan, e_bor = np.zeros((3, 4, 3))
e_rad[1:] = radial * (np.array([2, -1, -1]) / np.sqrt(6))[:, None]
e_tan[1:] = tangent * (np.array([0, 1, -1]) / np.sqrt(2))[:, None]
e_bor[0, 0] = 1.0
basis = (e_rad, e_tan, e_bor)
translation = np.zeros((4, 3))
translation[:, 0] = 1.0
t_coef = np.array([np.sum(translation * e) for e in basis])
assert np.allclose(sum(c * e for c, e in zip(t_coef, basis)), translation)
force_const = np.zeros((3, 3))
for col in (0, 1):
    d = 0.02
    diff = (bf3(xyz + d * basis[col])[1] - bf3(xyz - d * basis[col])[1]) / (2 * d)
    force_const[:, col] = [np.sum(diff * e) for e in basis]
# a rigid translation exerts no force, which fixes the boron column
force_const[:, 2] = -force_const[:, :2] @ t_coef[:2] / t_coef[2]
assert np.max(abs(force_const - force_const.T)) < 0.01 * np.max(abs(force_const))
root_mass = np.sqrt(np.array([m_F, m_F, m_B]))
eig = np.linalg.eigvalsh((force_const + force_const.T) / 2
                         / np.outer(root_mass, root_mass))
assert abs(eig[0]) < 0.02 * eig[1]
w_plane = np.sqrt(eig[1:])
w_int = np.sort(np.array([w_breath, w_out, *w_plane, *w_plane]))

inertia = np.zeros((3, 3))
for mass, r in zip(masses, xyz):
    inertia += mass * (r @ r * np.eye(3) - np.outer(r, r))
I_t, I_a = inertia[0, 0], inertia[2, 2]
assert abs(inertia[1, 1] / I_t - 1) < 1e-8

# ---------- model surface ----------
T = 300.0
beta = 1 / (KB * T)
D = 1.0 * EV
spacing = 3.0 * ANG
A = np.sqrt(3) / 2 * spacing**2
w_l, w_z, w_t, w_a = (np.array([0.008, 0.015, 0.015, 0.005]) * EV)
w_surf = np.array([w_l, w_l, w_z, w_t, w_t, w_a])
n_wells = 6


def spreads(b):
    return (1 / np.sqrt(b * M) / w_l, 1 / np.sqrt(b * I_t) / w_t,
            1 / np.sqrt(b * I_a) / w_a)


def gains(b):
    s_l, s_t, s_a = spreads(b)
    lateral = A / (2 * pi * s_l**2)
    angular = 8 * pi**2 / (n_wells * (2 * pi)**1.5 * s_t**2 * s_a)
    return lateral, angular


def nu_classical(b):
    lateral, angular = gains(b)
    return w_z / (2 * pi) * lateral * angular


# ---------- quantum state sums for the transition state ----------
def rotor_sum(b):
    """Rotational states allowed by exchange of three spin-1/2 F nuclei,
    divided by the 8 spin states; also the sum without exchange symmetry."""
    J = np.arange(301)[:, None]
    K = np.arange(-300, 301)[None, :]
    E = J * (J + 1) / (2 * I_t) + K**2 * (1 / (2 * I_a) - 1 / (2 * I_t))
    weight = np.where(abs(K) <= J, (2 * J + 1) * np.exp(-b * np.maximum(E, 0)), 0)
    identity = weight.sum()
    threefold = (weight * np.cos(2 * pi * K / 3)).sum()
    twofold = (weight[:, 300] * (-1.0)**J[:, 0]).sum()
    return (8 * identity + 2 * 2 * threefold - 3 * 4 * twofold) / 6 / 8, identity


def nu_quantum(b):
    j = np.arange(-400, 401)
    side = np.sqrt(A)
    q_trans = np.exp(-b * (2 * pi * j / side)**2 / (2 * M)).sum()**2
    q_ads = np.prod(1 / (2 * np.sinh(b * w_surf / 2)))
    return q_trans * rotor_sum(b)[0] / q_ads / (2 * pi * b)


q_allowed, q_all = rotor_sum(beta)
assert abs(q_all / q_allowed / 6 - 1) < 1e-3
nu_cl, nu_q = nu_classical(beta), nu_quantum(beta)
quantum_factor = nu_q / nu_cl
assert abs(quantum_factor / np.exp(np.sum((beta * w_surf)**2) / 24) - 1) < 0.005

# Arrhenius slope by finite difference of the state-sum rate
db = 1e-3 * beta
slope = D - (np.log(nu_quantum(beta + db)) - np.log(nu_quantum(beta - db))) / (2 * db)
assert abs((slope - (D - 2.5 / beta)) * beta) < 0.15
intercept = nu_q * np.exp(-beta * (D - slope))

# ---------- lateral potential with the periodicity of the sites ----------
G = 4 * pi / (np.sqrt(3) * spacing)
V1 = M * w_l**2 / (1.5 * G**2)
f = np.arange(120) / 120
f1, f2 = np.meshgrid(f, f, indexing="ij")
U_lat = V1 * (3 - np.cos(2*pi*f1) - np.cos(2*pi*f2) - np.cos(2*pi*(f1 + f2)))
hop_barrier = 4 * V1


def lateral_ratio(b):
    return A * np.exp(-b * U_lat).mean() / (2 * pi * spreads(b)[0]**2)


assert abs(lateral_ratio(beta) - 1) < 0.08
assert abs(lateral_ratio(4 * beta) - 1) < 0.02

# ---------- orientation potential, built from the F positions ----------
W = 2 * I_a * w_a**2 / 9
kappa = I_t * w_t**2 - 0.75 * W


def U_orient(alpha, cos_theta, gamma):
    cubic = 0.0
    for phi in f_angles:
        pos = np.exp(1j * alpha) * (cos_theta * np.cos(gamma + phi)
                                    + 1j * np.sin(gamma + phi))
        cubic = cubic + (pos * pos * pos).real / 3
    return kappa / 2 * (1 - cos_theta**2) + W / 2 * (1 - cubic)


step = 0.01
assert abs(2*U_orient(0, np.cos(step), 0) / step**2 / (I_t*w_t**2) - 1) < 2e-3
assert abs(2*U_orient(step, 1.0, 0) / step**2 / (I_a*w_a**2) - 1) < 2e-3
nodes, node_w = np.polynomial.legendre.leggauss(120)
turn = 2 * pi * np.arange(72) / 72
U_rot = U_orient(turn[None, :, None], nodes[:, None, None], turn[None, None, :])
U_period = U_rot[:, :24, :24].copy()


def orient_mean(b, U):
    return (node_w / 2) @ np.exp(-b * U).mean(axis=(1, 2))


def angular_ratio(b):
    s_l, s_t, s_a = spreads(b)
    full = 8 * pi**2 * orient_mean(b, U_rot)
    return full / (n_wells * (2*pi)**1.5 * s_t**2 * s_a)


assert abs(angular_ratio(beta) - 1) < 0.15
assert abs(angular_ratio(4 * beta) - 1) < 0.05
# one period of both turning angles gives the same average as all orientations
assert abs(orient_mean(beta, U_period) / orient_mean(beta, U_rot) - 1) < 1e-8

# quantum hindered rotor: three labelled azimuth wells against one oscillator
m = np.arange(-120, 121)
H = np.diag(m**2 / (2 * I_a) + W / 2)
H -= W / 4 * (np.eye(len(m), k=3) + np.eye(len(m), k=-3))
levels = np.linalg.eigvalsh(H)
for b, tol in ((beta, 0.12), (3 * beta, 0.04)):
    q_well = np.exp(-b * levels).sum() / 3
    assert abs(q_well * 2 * np.sinh(b * w_a / 2) - 1) < tol

# ---------- flux through inner planes relative to the vacuum plane ----------
y_grid = np.linspace(0, 1, 41)**2      # y = exp(-alpha z), Morse normal potential


def bottleneck(power):
    """Directional forces decay as y**power; smallest flux relative to vacuum."""
    flux = [np.exp(-beta * D * (y*y - 2*y)) * np.exp(-beta * y**power * U_lat).mean()
            * orient_mean(beta * y**power, U_period) for y in y_grid]
    return min(flux)


fast, equal, slow = bottleneck(2.0), bottleneck(1.0), bottleneck(0.5)
assert fast > 1 - 1e-8 and equal > 1 - 1e-8
assert slow < 1

# ---------- trajectories: loose and laterally confined exits ----------
# reduced units: mass = kT = 1, Morse range = 1
cell, V0 = 4.0, 8.0
g = 2 * pi / cell


def switch(z, loose):
    return 1 / (1 + np.exp(4 * (z - 2))) if loose else np.ones_like(z)


def potential(x, z, depth, loose):
    return (depth * (1 - np.exp(-z))**2
            + V0 / 2 * (1 - np.cos(g * x)) * switch(z, loose))


def flux_rate(depth, plane, loose):
    nx, nz = 160, 1600
    x = (np.arange(nx) + 0.5) / nx * cell - cell / 2
    dz = (plane + 2) / nz
    z = -2 + (np.arange(nz) + 0.5) * dz
    boltz = np.exp(-potential(x[:, None], z[None, :], depth, loose))
    exit_line = np.exp(-potential(x, np.full(nx, plane), depth, loose)).mean() * cell
    rate = exit_line / np.sqrt(2 * pi) / (boltz.sum() * dz * cell / nx)
    return rate, x, z, dz, boltz


def escape_fraction(depth, plane, loose, n_traj, duration, rng):
    rate, x_grid, z_grid, dz, boltz = flux_rate(depth, plane, loose)
    cumulative = np.cumsum(boltz.ravel())
    pick = np.searchsorted(cumulative, rng.random(n_traj) * cumulative[-1])
    ix, iz = np.unravel_index(np.minimum(pick, boltz.size - 1), boltz.shape)
    x = x_grid[ix] + (rng.random(n_traj) - 0.5) * cell / len(x_grid)
    z = z_grid[iz] + (rng.random(n_traj) - 0.5) * dz
    px, pz = rng.standard_normal((2, n_traj))

    def force(x, z):
        s = switch(z, loose)
        e = np.exp(-z)
        ds = -4 * s * (1 - s) if loose else 0.0
        fx = -s * V0 / 2 * g * np.sin(g * x)
        fz = -2 * depth * e * (1 - e) - V0 / 2 * (1 - np.cos(g * x)) * ds
        return fx, fz

    steps = 64
    dt = duration / steps
    crossed = np.zeros(n_traj, dtype=bool)
    fx, fz = force(x, z)
    for _ in range(steps):
        px += fx * dt / 2
        pz += fz * dt / 2
        x += px * dt
        z += pz * dt
        fx, fz = force(x, z)
        px += fx * dt / 2
        pz += fz * dt / 2
        crossed |= z > plane
    return crossed.mean(), rate * duration


rng = np.random.default_rng(7)
n_traj = 200000
trajectory = {}
for loose in (True, False):
    seen, expected = escape_fraction(4.0, 6.0, loose, n_traj, 1.6, rng)
    noise = np.sqrt(expected / n_traj)
    # five standard errors plus one percent for the finite time step
    assert abs(seen - expected) < 5 * noise + 0.01 * expected
    trajectory[loose] = (seen, expected)
assert trajectory[True][0] > 2 * trajectory[False][0]

# deep well: the gain and the complete harmonic rate
deep = 25.0
k_loose = flux_rate(deep, 12.0, True)[0]
k_tight = flux_rate(deep, 12.0, False)[0]
sigma_x = 1 / np.sqrt(V0 / 2 * g**2)
gain_x = cell / (np.sqrt(2 * pi) * sigma_x)
assert abs(k_loose / k_tight / gain_x - 1) < 0.06
k_harmonic = np.sqrt(2 * deep) / (2 * pi) * gain_x * np.exp(-deep)
assert abs(k_loose / k_harmonic - 1) < 0.08

# ---------- worked example and neglected effects ----------
s_l, s_t, s_a = spreads(beta)
gain_l, gain_r = gains(beta)
kth = 1 / (2 * pi * beta)
assert nu_q / kth > 1e3 and w_z / (2 * pi) < kth
anharmonic = 1 / (lateral_ratio(beta) * angular_ratio(beta))
zpe = w_surf.sum() / 2
q_int = np.prod(1 / (1 - np.exp(-beta * w_int)))
soft = np.prod((1 - np.exp(-beta * w_int)) / (1 - np.exp(-0.8 * beta * w_int)))
hot = 1 / (KB * 600.0)
rate = nu_q * np.exp(-beta * D)
rate_kth = kth * np.exp(-beta * D)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("temperature", T, "K")
show("thermal energy kT", 1 / beta / EV, "eV")
show("well depth D", D / EV, "eV")
show("site spacing", spacing / ANG, "angstrom")
show("area per site A", A / ANG**2, "angstrom^2")
show("lateral quantum (two modes)", w_l / EV, "eV")
show("normal quantum", w_z / EV, "eV")
show("tilt quantum (two modes)", w_t / EV, "eV")
show("azimuth quantum", w_a / EV, "eV")
show("BF3 mass", M / AMU, "u")
show("B-F bond, RHF/6-31G*", bond / ANG, "angstrom")
show("tilt moment of inertia", I_t / AMU / ANG**2, "u angstrom^2")
show("azimuth moment of inertia", I_a / AMU / ANG**2, "u angstrom^2")
show("lateral rms displacement per axis", s_l / ANG, "angstrom")
show("tilt rms angle per axis", s_t, "rad")
show("azimuth rms angle", s_a, "rad")
show("normal-mode factor w_z/kT", beta * w_z)
show("lateral gain", gain_l)
show("angular gain with n = 6", gain_r)
show("kT/h", kth * SEC, "1/s")
show("normal frequency w_z/2pi (mobile free rotor)", w_z / 2 / pi * SEC, "1/s")
show("classical prefactor nu", nu_cl * SEC, "1/s")
show("quantum correction factor", quantum_factor)
show("prefactor nu with quantum sums", nu_q * SEC, "1/s")
show("nu/(kT/h)", nu_q / kth)
show("surface-mode zero-point energy", zpe / EV, "eV")
show("prefactor referred to E0 = D - ZPE", nu_q * np.exp(-beta*zpe) * SEC, "1/s")
show("same, over kT/h", nu_q * np.exp(-beta*zpe) / kth)
show("Arrhenius slope energy", slope / EV, "eV")
show("Arrhenius intercept", intercept * SEC, "1/s")
show("desorption rate", rate * SEC, "1/s")
show("dwell time", 1 / rate / SEC, "s")
show("dwell time if nu were kT/h", 1 / rate_kth / SEC, "s")
show("binding energy error if kT/h is assumed", np.log(nu_q/kth)/beta/EV, "eV")
show("lateral hopping barrier of the model", hop_barrier / EV, "eV")
show("azimuth barrier of the model", W / EV, "eV")
show("lateral well volume, full/harmonic", lateral_ratio(beta))
show("angular well volume, full/harmonic", angular_ratio(beta))
show("prefactor factor from both anharmonicities", anharmonic)
show("lowest internal quantum of BF3", w_int[0] / EV, "eV")
show("prefactor factor if internal modes freeze on binding", q_int)
show("prefactor factor if bound internal modes are 20% softer", 1 / soft
     if soft > 1 else soft)
show("internal zero-point change for 20% softer modes", 0.1*w_int.sum()/EV, "eV")
show("least flux/vacuum, directional decay twice attraction", fast)
show("least flux/vacuum, directional decay as attraction", equal)
show("least flux/vacuum, directional decay half attraction", slow)
show("nu/(kT/h) with that slow-decay bottleneck", slow * nu_q / kth)
show("nu/(kT/h) at 600 K", nu_quantum(hot) * 2 * pi * hot)
show("trajectory escape fraction, loose exit", trajectory[True][0])
show("flux formula, loose exit", trajectory[True][1])
show("trajectory escape fraction, confined exit", trajectory[False][0])
show("flux formula, confined exit", trajectory[False][1])
show("deep-well rate ratio loose/confined", k_loose / k_tight)
show("harmonic prediction of that ratio", gain_x)
print("tests ok")
```

Printed output:

```
temperature: 300 K
thermal energy kT: 0.02585 eV
well depth D: 1 eV
site spacing: 3 angstrom
area per site A: 7.794 angstrom^2
lateral quantum (two modes): 0.008 eV
normal quantum: 0.015 eV
tilt quantum (two modes): 0.015 eV
azimuth quantum: 0.005 eV
BF3 mass: 67.81 u
B-F bond, RHF/6-31G*: 1.302 angstrom
tilt moment of inertia: 48.29 u angstrom^2
azimuth moment of inertia: 96.57 u angstrom^2
lateral rms displacement per axis: 0.1578 angstrom
tilt rms angle per axis: 0.09973 rad
azimuth rms angle: 0.2116 rad
normal-mode factor w_z/kT: 0.5802
lateral gain: 49.81
angular gain with n = 6: 397
kT/h: 6.251e+12 1/s
normal frequency w_z/2pi (mobile free rotor): 3.627e+12 1/s
classical prefactor nu: 7.173e+16 1/s
quantum correction factor: 1.053
prefactor nu with quantum sums: 7.555e+16 1/s
nu/(kT/h): 1.209e+04
surface-mode zero-point energy: 0.033 eV
prefactor referred to E0 = D - ZPE: 2.108e+16 1/s
same, over kT/h: 3372
Arrhenius slope energy: 0.9327 eV
Arrhenius intercept: 5.594e+15 1/s
desorption rate: 1.199 1/s
dwell time: 0.8338 s
dwell time if nu were kT/h: 1.008e+04 s
binding energy error if kT/h is assumed: 0.243 eV
lateral hopping barrier of the model: 0.4733 eV
azimuth barrier of the model: 0.1283 eV
lateral well volume, full/harmonic: 1.04
angular well volume, full/harmonic: 1.092
prefactor factor from both anharmonicities: 0.8807
lowest internal quantum of BF3: 0.06317 eV
prefactor factor if internal modes freeze on binding: 1.249
prefactor factor if bound internal modes are 20% softer: 0.8401
internal zero-point change for 20% softer modes: 0.0728 eV
least flux/vacuum, directional decay twice attraction: 1
least flux/vacuum, directional decay as attraction: 1
least flux/vacuum, directional decay half attraction: 0.05464
nu/(kT/h) with that slow-decay bottleneck: 660.3
nu/(kT/h) at 600 K: 1028
trajectory escape fraction, loose exit: 0.03935
flux formula, loose exit: 0.0399
trajectory escape fraction, confined exit: 0.01077
flux formula, confined exit: 0.01057
deep-well rate ratio loose/confined: 4.83
harmonic prediction of that ratio: 5.013
tests ok
```
